Inverse-Volume Bias in Extrapolated Energies of Periodic Gaussian Charges

**Problem**

A doubly charged oxygen vacancy in a gate oxide is modelled by a spherical Gaussian charge in a uniform medium of relative permittivity ε:

ρ(r) = q (2πs²)^(−3/2) exp(−r²/2s²)

Charge is measured in units of e, and k = e²/(4πε₀) = 1.439965 eV nm. The parameters are q = 2, s = 0.15 nm and ε = 4. The charge is repeated on a simple cubic lattice of side L, a uniform background makes each cell neutral, and the mean potential is set to zero.

(a) Find the energy per cell for L = 1.0, 1.2, 1.5 and 2.0 nm.

(b) Fit E = a + b/L to the cells of 1.0 and 1.5 nm. By how much does the intercept a miss the energy of the isolated charge, and which property of the charge sets the error?

**First estimate by scaling**

The leading effect of periodicity is the interaction of a charge q with its images and background. It scales as kq²/(εL), and the fit allows for it. The next effect comes from the size of the charge, measured by its second radial moment:

Q = ∫ρr² d³r = 3qs² = 0.135 e nm²

The factor 3 arises because each Cartesian direction contributes qs².

The background has density −q/L³, so its potential varies by about kqr²/(εL³) at distance r from the centre. Acting on the whole charge, this gives an energy of order

kqQ/(εL³) = (1.44 × 2 × 0.135/4)/L³ ≈ 0.10 eV nm³/L³

The error should therefore be about 0.1 eV when the smallest cell is 1 nm. The background is negative, so its potential rises away from the centre. Spreading positive charge outwards therefore raises its energy in the background potential, and the term is positive. Its graph against x = 1/L is then convex. A straight line through two of its points then reaches x = 0 below the true value, so the intercept should be too low.

**Exact solution: the periodic energy**

The reciprocal vectors are G = 2πn/L, with n a vector of integers. The Fourier coefficients of the Gaussian lattice are (q/L³) exp(−G²s²/2). Poisson's equation multiplies each by 4πk/(εG²) to give the potential. The background cancels the charge at G = 0, and the zero-mean convention removes the potential there. Half the integral of charge times potential over one cell is

E(L) = (2πkq²/εL³) Σ_{G≠0} exp(−G²s²)/G²

Direct summation, continued until the Gaussian factor is negligible, answers part (a):

- L = 1.0 nm: E = 0.8688 eV
- L = 1.2 nm: E = 1.1235 eV
- L = 1.5 nm: E = 1.4065 eV
- L = 2.0 nm: E = 1.7121 eV

For an infinite cell, (1/L³)Σ becomes ∫d³G/(2π)³. With d³G = 4πG² dG, the factors of G² cancel:

E_iso = (kq²/πε) ∫₀^∞ exp(−G²s²) dG = kq²/(2√π εs) = 2.7080 eV

Even the 2 nm cell is about 1 eV below this limit, so a finite-size correction or an extrapolation is needed.

**Exact solution: separating the powers of L**

Let t = s² and differentiate the lattice sum. The factor −G² cancels the denominator:

dE/dt = −(2πkq²/εL³) Σ_{G≠0} exp(−G²t)

Now add and subtract the G = 0 term, which equals 1, and apply Poisson summation to the complete sum:

(1/L³) Σ_G exp(−G²t) = (4πt)^(−3/2) Σ_R exp(−R²/4t)

Here R runs over the lattice vectors. The derivative becomes

dE/dt = −(2πkq²/ε)(4πt)^(−3/2) Σ_R exp(−R²/4t) + 2πkq²/(εL³)

Each part can be integrated over t:

- The R = 0 term is −kq²/(4√π ε t^(3/2)), which is dE_iso/dt.
- For R ≠ 0, use d/dt erfc(R/2√t) = R exp(−R²/4t)/(2√π t^(3/2)). These terms integrate to −(kq²/2ε) Σ_{R≠0} erfc(R/2s)/R.
- The last term integrates to 2πkq²s²/(εL³). It is positive because the omitted G = 0 term was subtracted from a sum with a negative prefactor.

There remains a constant of integration, independent of s. Every other term has the form kq²/(εL) times a function of s/L, so the constant must be a pure number times kq²/(εL). Write it as −αkq²/(2εL). Then

E(L) = E_iso − αkq²/(2εL) + C/L³ − (kq²/2ε) Σ_{R≠0} erfc(R/2s)/R

C = 2πkq²s²/ε = 2πkqQ/(3ε) = 0.2036 eV nm³

To find α, solve this identity for it at any convenient width w = s/L:

α = 1/(√π w) + 4πw² − Σ_{n≠0} erfc(|n|/2w)/|n| − Σ_{n≠0} exp(−4π²n²w²)/(πn²)

Both sums converge quickly at w = 0.2 and give α = 2.837297. The coefficient of 1/L is therefore −αkq²/(2ε) = −2.0428 eV nm.

The erfc sum describes the overlap of neighbouring Gaussians. It is only 1.05 × 10⁻⁵ eV at L = 1 nm and is dropped from the fitting formulas below. It cannot be dropped when s is comparable with L. In the opposite limit, s ≫ L, every term of the reciprocal sum is suppressed and E tends to zero: the overlapping charges form a uniform density that the background cancels.

**Where the inverse-volume energy comes from**

Compare the Gaussian with a point charge of the same q. At small G its Fourier transform is q − QG²/6. Multiplying the difference −QG²/6 by 4πk/(εG²) shows that the space integral of the potential is lower by 2πkQ/(3ε). Restoring zero mean in the cell raises the potential everywhere by 2πkQ/(3εL³). The resulting energy is

½q × 2πkQ/(3εL³) = C/(2L³)

The other half comes from the curvature of the background potential. The background obeys ∇²φ = 4πkq/(εL³). Since ∇²r² = 6, the spherical average of φ contains 2πkqr²/(3εL³). Half its integral with ρ is πkqQ/(3εL³), again C/(2L³). At L = 1 nm each half is 0.102 eV. The division into halves depends on the zero-mean convention. The total does not, provided the background is counted as part of the charge, because a constant potential adds no energy to a neutral cell.

**Exact solution: the fitted line**

Write B = −αkq²/(2ε). The two energies are E₁ = E_iso + B/L₁ + C/L₁³ and E₂ = E_iso + B/L₂ + C/L₂³. Multiplying the fitted law by L gives LE = aL + b, and subtracting its two instances removes b:

a = (L₂E₂ − L₁E₁)/(L₂ − L₁)

In the numerator B also cancels, leaving

L₂E₂ − L₁E₁ = E_iso(L₂ − L₁) + C(1/L₂² − 1/L₁²)

The last bracket equals −(L₂ − L₁)(L₁ + L₂)/(L₁²L₂²). Division by L₂ − L₁ gives

a − E_iso = −C(L₁ + L₂)/(L₁²L₂²)

For L₁ = 1.0 nm and L₂ = 1.5 nm this is

−0.2036 × 2.5/2.25 = −0.226 eV

The energies themselves give a = (1.5 × 1.4065 − 0.8688)/0.5 = 2.482 eV, which is also 0.226 eV below E_iso, an error of 8.4% relative to E_iso. The missing inverse-volume term accounts for the bias.

The slope is distorted too. With u = 1/L₁ and v = 1/L₂,

b = B + C(u³ − v³)/(u − v) = B + C(u² + uv + v²)

The second term is +0.430 eV nm, so the fitted slope is −1.613 instead of −2.043 eV nm. When ε is known, this mismatch is a warning that the line has absorbed another term.

**Other ways of using the data**

If the slope is fixed at B, subtracting B/L from each energy leaves an error of +C/L³. This is +0.204 eV at 1.0 nm and +0.025 eV at 2.0 nm. Fixing the slope thus reverses the sign of the error.

Larger cells reduce the bias: a line through the 1.5 and 2.0 nm results misses by −0.079 eV. An equally weighted least-squares line through all four cells misses by −0.165 eV.

More cells cannot remove the negative sign. Least-squares residuals, multiplied by their positive weights, are orthogonal to 1 and to x. If the residuals of a line fitted to x³ changed sign at most once, their weighted sum with either 1 or x − x₀, for a suitable x₀, could not vanish. They therefore change sign at least twice, and the line meets x³ at two points u and v inside the sampled range. Since x³ has no x² term, the third root is −(u + v):

x³ − line = (x − u)(x − v)(x + u + v)

At x = 0 the line equals −uv(u + v), which is negative. For C > 0 the intercept is therefore too low for any positive weights, apart from image overlap.

Fitting a + b/L + c/L³ to the four energies by least squares gives a = 2.7080 eV and c = 0.2035 eV nm³. The bias disappears at the precision quoted.

**Is the second moment really responsible?**

Let the charge be a sum of concentric Gaussians with weights w_i, where Σw_i = 1, and widths s_i. The product of two Fourier transforms contains exp[−G²(s_i² + s_j²)/2], so each pair obeys the earlier result with s² replaced by (s_i² + s_j²)/2. The inverse-volume coefficient is

C = (2πkq²/ε) Σ_ij w_i w_j (s_i² + s_j²)/2 = (2πkq²/ε) Σ_i w_i s_i²

The last step uses Σw_i = 1 in each half of the sum. Since Q = 3q Σw_i s_i², this is again 2πkqQ/(3ε).

A decisive case has weights 2 and −1 and widths 0.10 and 0.10√2 nm. Its charge is still q, but its second moment is zero. This requires a density that changes sign: here it is negative beyond 0.26 nm, and that outer region holds −0.18q. The line through its 1.5 and 2.0 nm energies has a bias below 10⁻¹² eV. A spherical charge of finite size need not bias the extrapolation if its second moment vanishes. For a charge that is not spherical, Q must be taken about the centre of charge. About any other point the coefficient is C = 2πk(qQ − p²)/(3ε), where p is the dipole moment about that point. If Q vanishes about the centre of charge, a non-spherical charge can still leave an error, but in the cubic cell it falls at least as fast as 1/L⁵.

**Comparison with the estimate**

Scaling gave about 0.1 eV and the correct sign; the exact bias is −0.226 eV. The estimate lacked the factor 2π/3 ≈ 2.09 from the two electrostatic contributions and the factor 2.5/2.25 ≈ 1.11 from the extrapolation. Together they account for the ratio of about 2.3.

**Relation to a real oxide defect**

The chosen ε is in the rough range for the electronic response of a wide-gap oxide with its ions held fixed; s is a model choice. The energies above are electrostatic energies, not formation energies. If the −0.226 eV bias passed unchanged into a formation energy, a dilute vacancy concentration at 1200 K would be too high by exp(0.226/0.1034) ≈ 9, at fixed chemical potentials and Fermi level.

Uniform screening is also an assumption, and a real medium screens poorly at short distances. A simple model is

1/ε(G) = 1/ε + (1 − 1/ε)G²λ²/(1 + G²λ²)

The added part is finite at G = 0 in the energy sum, and omitting that term changes the coefficient to

C′ = 2πkq²[s²/ε − (1 − 1/ε)λ²]

It changes sign at λ = s/√(ε − 1) = 0.087 nm. Lattice sums for the 1.0 and 1.5 nm cells give a bias of −0.15 eV for λ = 0.05 nm and +0.06 eV for λ = 0.10 nm, each relative to the isolated energy in the same screening model. For λ much smaller than L, the sign of the bias in this model therefore depends on how λ compares with s/√(ε − 1), a threshold that falls as ε rises. For these two cells, overlap of the added short-range part moves the zero to 0.088 nm. When λ is comparable with L, C′ no longer gives the bias, which becomes negative again near λ = 2 nm. Both values of λ are illustrative; the sign for a real defect depends on its own charge distribution and screening.

If the ions relax, a rough static permittivity of 20 reduces the uniform-medium bias to −0.045 eV, and the concentration factor at 1200 K from about 9 to about 1.5. These values hold for uniform screening only: at ε = 20 the threshold falls to 0.034 nm, and λ = 0.05 nm already turns the bias to +0.05 eV. A cell held at fixed volume also suppresses a relaxation volume ΔV. Compared with the same cell at zero pressure, it stores an extra energy KΔV²/(2L³), where K is the bulk modulus. For assumed values K = 200 GPa and ΔV = 0.01 nm³, this term alone would add −0.069 eV to the bias. The elastic interaction between images offsets part of it: for a defect that strains equally in all directions in an isotropic solid of shear modulus μ, the error relative to an isolated defect is smaller by the factor K/(K + 4μ/3). With μ = 80 GPa, the added bias is −0.045 eV. An inverse-volume coefficient fitted to relaxed defect energies can thus contain elasticity and short-range screening as well as the second moment of the charge.

All numerical values are calculated from the stated model.
